# The L⁻⁵ Makov-Payne Term from the Cubic Harmonic of the Ewald Potential

## Definitions and conventions

A charge density $\rho(\mathbf r)$, nuclei included, is repeated on the simple-cubic lattice $\mathbf R=L\mathbf n$ ($\mathbf n$ integer triples, $n=|\mathbf n|$, $V=L^3$) in vacuum. Cartesian axes lie along the cube edges, $k=1/(4\pi\varepsilon_0)$, and repeated indices are summed inside tensor contractions. The density is frozen at its isolated form until the section on relaxation, and all pairs of its points satisfy $|\mathbf r-\mathbf r'|<L$.

With $\rho(\mathbf G)=\int\rho\,e^{-i\mathbf G\cdot\mathbf r}d^3r$ and $\mathbf G=2\pi\mathbf n/L$, the electrostatic energy per cell is
$$E(L)=\frac{2\pi k}{V}\sum_{\mathbf G\ne0}\frac{|\rho(\mathbf G)|^2}{G^2}=\frac k2\iint\rho\rho'\,\phi(\mathbf r-\mathbf r'),\qquad \phi(\mathbf r)=\frac{4\pi}{V}\sum_{\mathbf G\neq0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2},$$
where $\rho'=\rho(\mathbf r')$. Omitting $\mathbf G=0$ is the neutralising uniform background. The isolated energy $E_{\rm iso}$ has $1/|\mathbf r-\mathbf r'|$ in place of $\phi$; the divergent self-energy of a point nucleus is common to both and cancels in the difference. The moments, about any one origin, are
$$q=\int\rho,\quad p_i=\int\rho\,x_i,\quad Q=\int\rho\,r^2,\quad \Theta_{ij}=\int\rho\,(x_ix_j-\tfrac13r^2\delta_{ij}),$$
$$O_i=\int\rho\,(x_i^3-\tfrac35x_ir^2),\qquad H=\int\rho\,K_4,\qquad K_4=x^4+y^4+z^4-\tfrac35r^4 .$$
The result is
$$E(L)-E_{\rm iso}=-\frac{k\alpha q^2}{2L}+\frac{2\pi k}{3L^3}(qQ-p^2)+\frac{k\,a_4B}{L^5}+O(L^{-7}),\tag{1}$$
$$B=qH-4\sum_ip_iO_i+\frac95\sum_i\Theta_{ii}^2-\frac{12}5\sum_{i<j}\Theta_{ij}^2,\qquad a_4=\frac{175}{48}\sum_{\mathbf n\ne0}\frac{K_4(\mathbf n)}{n^9},\tag{2}$$
and $E_5=ka_4B/L^5$ denotes the third term. Equation (1) is the classical (Hartree) electrostatic energy of the total density. It does not include the image terms of exact exchange, where orbital pair densities interact through the same periodic kernel.

## The image kernel and its symmetry

Subtracting the two energies gives
$$E(L)-E_{\rm iso}=\frac k2\iint\rho\rho'\,\psi(\mathbf r-\mathbf r'),\qquad \psi=\phi-\frac1r .$$
The Laplacian multiplies each Fourier term by $-G^2$, and $V^{-1}\sum_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}=\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)$, so $\nabla^2\phi=-4\pi\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)+4\pi/V$. Since $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$, the source at the origin cancels and $\nabla^2\psi=4\pi/V$ for $r<L$. Because $\nabla^2r^2=6$, the function $h=\psi-2\pi r^2/(3V)$ is harmonic in the ball $r<L$. It therefore has an expansion in homogeneous harmonic polynomials that converges in that ball, and each polynomial inherits the invariance of $\phi$ under the 48 operations of the cube.

These operations are the sign changes and permutations of $x,y,z$. Invariance under sign changes requires even powers of each coordinate, which excludes odd degree. In degree 2 the permutation-symmetric even polynomial is $x^2+y^2+z^2=r^2$, which is not harmonic, so no $l=2$ term exists. In degree 4 there are two, $\sum x_i^4$ and $\sum_{i<j}x_i^2x_j^2$, or equivalently $\sum x_i^4$ and $r^4$. From $\nabla^2\sum x_i^4=12r^2$ and $\nabla^2r^4=20r^2$, the harmonic combination is $\sum x_i^4-\frac{12}{20}r^4=K_4$, unique up to a factor. The definition gives $\phi_L(\mathbf r)=L^{-1}\phi_1(\mathbf r/L)$, so degree $l$ comes with $L^{-(l+1)}$:
$$\psi(\mathbf r)=-\frac\alpha L+\frac{2\pi r^2}{3L^3}+\frac{a_4K_4(\mathbf r)}{L^5}+O\!\left(\frac{r^6}{L^7}\right).\tag{3}$$

The constant gives $-k\alpha q^2/2L$. In the quadratic term $|\mathbf r-\mathbf r'|^2=r^2-2\mathbf r\cdot\mathbf r'+r'^2$ integrates to $2qQ-2p^2$, and the prefactor $\frac k2\cdot\frac{2\pi}{3L^3}$ gives the second term of (1), whose sign refers to $Q$ as a moment of charge with electrons counted negative.

For numerical work $1/r$ is split into $\mathrm{erf}(\omega r)/r$, with transform $4\pi e^{-G^2/4\omega^2}/G^2$, and $\mathrm{erfc}(\omega r)/r$, with transform $4\pi(1-e^{-G^2/4\omega^2})/G^2\to\pi/\omega^2$ at $G\to0$. Poisson summation returns the second part to real space, less its $\mathbf G=0$ term:
$$\phi=\sum_{\mathbf R}\frac{\mathrm{erfc}(\omega|\mathbf r-\mathbf R|)}{|\mathbf r-\mathbf R|}-\frac{\pi}{V\omega^2}+\frac{4\pi}V\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\omega^2}}{G^2}e^{i\mathbf G\cdot\mathbf r}.\tag{4}$$
The $\mathbf R=0$ term minus $1/r$ is $-\mathrm{erf}(\omega r)/r\to-2\omega/\sqrt\pi$, and evaluation at $r=0$ gives $\alpha=-L\psi(0)=2.837297$.

## The coefficient $a_4$

The bare sum $\sum_{\mathbf R}1/|\mathbf r-\mathbf R|$ diverges, so its use for $a_4$ needs a reason. Let $D$ be any third partial derivative. The sum $F=\sum_{\mathbf R}D\,|\mathbf r-\mathbf R|^{-1}$ has terms of order $R^{-4}$, converges absolutely and is periodic. Both $F$ and $D\phi$ obey $\nabla^2f=-4\pi\sum D\delta(\mathbf r-\mathbf R)$, since $D$ removes the constant $4\pi/V$. Their difference is harmonic everywhere and periodic, hence bounded, hence constant by Liouville's theorem. One more derivative removes the constant, so the fourth derivatives of $\psi$ are those of the termwise image sum over $\mathbf R\neq0$. These sums converge absolutely, so $a_4$ does not depend on the order of summation or on a surface term added to $\phi$, which is at most quadratic in $\mathbf r$. The $p^2$ term of (1) does depend on that convention.

The Legendre expansion $|\mathbf r-\mathbf R|^{-1}=\sum_lr^lR^{-l-1}P_l(\hat{\mathbf r}\cdot\hat{\mathbf R})$ for $r<R$ then gives
$$a_4K_4(\mathbf r)=r^4\sum_{\mathbf n\ne0}\frac{P_4(\hat{\mathbf r}\cdot\hat{\mathbf n})}{n^5},\qquad P_4(t)=\tfrac18(35t^4-30t^2+3).$$
On the $z$ axis $K_4=(1-\frac35)r^4=\frac25r^4$ and $t=n_z/n$. The lattice is unchanged by permuting axes, so $t^2$ may be replaced by its average $\frac13$ and $t^4$ by $s/3$ with $s=\sum_in_i^4/n^4$:
$$P_4\to\tfrac18\left(\tfrac{35}3s-10+3\right)=\tfrac{35}{24}\left(s-\tfrac35\right)=\tfrac{35}{24}\,\frac{K_4(\mathbf n)}{n^4}.$$
Hence $a_4=\frac52\cdot\frac{35}{24}S=\frac{175}{48}S$ with $S=\sum K_4(\mathbf n)/n^9$.

A rapidly convergent form uses the tensor of $K_4$, needed again below:
$$K_4=T_{ijkl}x_ix_jx_kx_l,\qquad T_{ijkl}=\delta_{ijkl}-\tfrac15(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}),$$
where $\delta_{ijkl}=1$ for four equal indices and 0 otherwise. $T$ is symmetric, and traceless because $T_{ijkk}=\delta_{ij}-\frac15(3+1+1)\delta_{ij}=0$. Define $\theta(t)=\sum_{\mathbf n}K_4(\mathbf n)e^{-\pi tn^2}$. With kernel $e^{-2\pi i\boldsymbol\kappa\cdot\mathbf x}$ the transform of $e^{-\pi tx^2}$ is $t^{-3/2}e^{-\pi\kappa^2/t}$, and a factor $x_j$ becomes $(i/2\pi)\partial/\partial\kappa_j$. Four derivatives of the Gaussian give $(2\pi/t)^4\kappa_i\kappa_j\kappa_k\kappa_l$ plus terms containing a Kronecker delta, which $T$ annihilates. With $i^4=1$ the transform of $K_4e^{-\pi tx^2}$ is $t^{-11/2}K_4(\boldsymbol\kappa)e^{-\pi\kappa^2/t}$, and Poisson summation yields $\theta(t)=t^{-11/2}\theta(1/t)$.

The gamma integral $n^{-9}=\frac{\pi^{9/2}}{\Gamma(9/2)}\int_0^\infty t^{7/2}e^{-\pi tn^2}dt$ turns $S$ into an integral of $t^{7/2}\theta(t)$. On $(0,1)$ the substitution $t=1/u$ gives $\int_1^\infty u^{-7/2}u^{-2}u^{11/2}\theta(u)\,du=\int_1^\infty\theta\,du$. Integrating term by term, with $\int_1^\infty t^{7/2}e^{-\pi n^2t}dt=\Gamma(\frac92,\pi n^2)/(\pi n^2)^{9/2}$ and $\int_1^\infty e^{-\pi n^2u}du=e^{-\pi n^2}/\pi n^2$,
$$S=\frac1{\Gamma(9/2)}\sum_{\mathbf n\neq0}K_4(\mathbf n)\left[\frac{\Gamma(\frac92,\pi n^2)}{n^9}+\frac{\pi^{7/2}e^{-\pi n^2}}{n^2}\right].$$
Summation over $|n_i|\le5$ gives $S=2.131355440$ and $a_4=\frac{175}{48}S=7.770566707$. The positive sign means that for a unit charge held at the origin, the $l=4$ part of the potential of its images is positive at field points lying toward a nearest image ($K_4>0$) and negative at field points lying toward a cube corner ($K_4<0$).

## Which products of moments contribute

Inserting the $l=4$ term of (3) into the energy defines
$$B=\tfrac12\iint\rho\rho'\,K_4(\mathbf r-\mathbf r').\tag{5}$$
Since $T$ is symmetric, the binomial theorem applies:
$$K_4(\mathbf r-\mathbf r')=K_4(\mathbf r)-4T_{ijkl}x_i'x_jx_kx_l+6T_{ijkl}x_ix_jx_k'x_l'-4T_{ijkl}x_ix_j'x_k'x_l'+K_4(\mathbf r').$$
Under $\iint\rho\rho'$ the first and last terms each give $qH$, the second and fourth are equal by exchange of the dummy variables, and the factor $\frac12$ leaves
$$B=qH-4\,p_i\int\rho\,T_{ijkl}x_jx_kx_l+3\,T_{ijkl}M_{ij}M_{kl},\qquad M_{ij}=\int\rho\,x_ix_j .$$
For the middle term each of the three delta products yields $x_ir^2$, so $T_{ijkl}x_jx_kx_l=x_i^3-\frac35x_ir^2$, whose integral is $O_i$. For the last, $M_{ij}=\Theta_{ij}+\frac13Q\delta_{ij}$ and the traceless $T$ removes $Q$. Then $\delta_{ijkl}$ gives $\sum_i\Theta_{ii}^2$, the product $\delta_{ij}\delta_{kl}$ gives $(\mathrm{tr}\,\Theta)^2=0$, and the other two each give $\sum_{ij}\Theta_{ij}^2=\sum_i\Theta_{ii}^2+2\sum_{i<j}\Theta_{ij}^2$:
$$T\Theta\Theta=\left(1-\tfrac25\right)\sum_i\Theta_{ii}^2-\tfrac45\sum_{i<j}\Theta_{ij}^2 .$$
Multiplication by 3 gives the coefficients $\frac95$ and $-\frac{12}5$ of (2).

The Laplacian of any binomial piece with respect to $\mathbf r$ or $\mathbf r'$ contracts two indices of $T$ and vanishes, so each piece pairs a pure $2^l$-pole with a pure $2^{l'}$-pole, $l+l'=4$. The radial moments $Q$, $\int\rho\,r^2x_i$ and $\int\rho\,r^4$ appear in (2) as subtractions of traces and make no contribution of their own. In the labels of the group $O_h$ the products are:

- charge times the single $A_{1g}$ component $H$ of the nine hexadecapole components;
- dipole times the three $T_{1u}$ components $O_i$ of the seven octupole components, with $xyz$ ($A_{2u}$) and $x(y^2-z^2)$ and its permutations ($T_{2u}$) absent;
- quadrupole squared, the diagonal $E_g$ part entering with positive sign and the off-diagonal $T_{2g}$ part with negative sign.

For a neutral system the first product drops out, and for a neutral system without dipole $E_5$ is the quadrupole-quadrupole lattice energy. Definition (5) depends on $\mathbf r-\mathbf r'$ alone, so $B$ is independent of origin; the three products in general change with it separately (for $q=0$ and $\mathbf p=0$ the first two vanish and $\Theta$ itself does not depend on the origin). An implementation must take all moments about the same point. For $q\ne0$ the centre of charge $\mathbf p/q$ removes the middle product.

## Axial and spherical densities

One lemma serves both cases. Let $h_l$ be a homogeneous harmonic polynomial of degree $l$, and average it over rotations about a unit vector $\hat{\mathbf n}$. The average is again harmonic and homogeneous and is axially symmetric, so it is the regular $m=0$ solution $c\,r^lP_l(\cos\gamma)$, with $\gamma$ the angle from $\hat{\mathbf n}$. Points on the axis do not move and $P_l(1)=1$, so $c=h_l(\hat{\mathbf n})$. For a density symmetric about $\hat{\mathbf n}$, with the origin on the axis,
$$\int\rho\,h_l=h_l(\hat{\mathbf n})\,M_l,\qquad M_l=\int\rho\,r^lP_l(\cos\gamma).$$
Thus $H=K_4(\hat{\mathbf n})M_4$, $p_i=\hat n_iM_1$, $O_i=(\hat n_i^3-\frac35\hat n_i)M_3$ and $\Theta_{ij}=(\hat n_i\hat n_j-\frac13\delta_{ij})M_2$. The sum $\sum_i\hat n_i(\hat n_i^3-\frac35\hat n_i)$ is $K_4(\hat{\mathbf n})$, and $T\Theta\Theta=M_2^2K_4(\hat{\mathbf n})$ because $T$ removes the deltas. Therefore
$$B=K_4(\hat{\mathbf n})\left[qM_4-4M_1M_3+3M_2^2\right].\tag{6}$$
Along $[001]$, $[110]$, $[111]$ the sum $\sum\hat n_i^4$ is $1,\frac12,\frac13$, and $K_4=\frac25,-\frac1{10},-\frac4{15}$. Between $[001]$ and $[101]$ the factor changes sign: at polar angle $\vartheta$ in the $xz$ plane $\sum\hat n_i^4=1-\frac12\sin^22\vartheta$, which equals $\frac35$ at $\sin^22\vartheta=\frac45$. An axial molecule so oriented has $E_5=0$, so sphericity is sufficient for the vanishing but not necessary.

For a density spherical about the origin, $M_l\propto\int_{-1}^1P_l\,d\mu=0$ for $l\ge1$, so $\mathbf p$, $\Theta$, $O_i$, $H$ vanish and $E_5=0$. The same integral shows that $K_4$ averages to zero over directions, so by (5) $B$ of a rigid density of any shape averages to zero over its orientations.

If the sphere is centred at $\mathbf c$, any harmonic $f$ is re-expanded in harmonic polynomials about $\mathbf c$, the constant alone survives, and $\int\rho f=qf(\mathbf c)$. All moments in (2) equal those of a point charge at $\mathbf c$, and (6) with $M_l=qc^l$ gives the three products as $q^2K_4(\mathbf c)\times(1,-4,3)$, which sum to zero. Applied to the whole harmonic part $h$, first in $\mathbf r'$ and then in $\mathbf r$, the same identity gives $\iint\rho\rho'h(\mathbf r-\mathbf r')=q\int\rho\,h(\mathbf r-\mathbf c)=q^2h(0)=-q^2\alpha/L$. For a frozen spherical density of diameter below $L$ the first two terms of (1) are therefore the complete answer.

## Tails and relaxation

A density with Gaussian or exponential tails has pairs with $|\mathbf r-\mathbf r'|\ge L$, where (3) does not converge. Their weight falls faster than any power of $1/L$, so (1) holds as an asymptotic series. A tail $r^{-s}$ makes the fourth moments absolutely convergent for $s>7$ and not otherwise, and convergence of the moments does not secure the $O(L^{-7})$ remainder: a charged sphere with $\rho\propto(a^2+r^2)^{-4}$ ($s=8$) has $B=0$ but leaves a residual falling as $L^{-6}$. A defect in a polarisable solid induces charge throughout the cell, the localisation assumption fails, and (2) does not apply there.

Relaxation is treated at the mean-field level: the electrons feel the images through their average density, with nuclei clamped. Let $\boldsymbol\eta$ be the variational parameters measured from the isolated minimum, so that the isolated energy is $E_0+\frac12\boldsymbol\eta^TA\boldsymbol\eta+\dots$ and the image energy is its frozen value plus $\mathbf g^T\boldsymbol\eta+\dots$. If $A$ is positive definite (a non-degenerate, stable state), the minimum lies at $\boldsymbol\eta=-A^{-1}\mathbf g$ and lowers the energy by $\frac12\mathbf g^TA^{-1}\mathbf g$. The $L^{-1}$ term depends on the conserved $q$ and gives no gradient. Varying the $L^{-3}$ term with $\delta\rho=-e\,\delta n$, $n$ being here the electron number density, gives
$$\delta E=\lambda\int\delta n\,W,\qquad\lambda=\frac{2\pi k}{3L^3},\qquad W=-e\,(qr^2-2\mathbf p\cdot\mathbf r).$$
So $\mathbf g=O(L^{-3})$ and the relaxation energy is negative and $O(L^{-6})$. The coefficient of $L^{-5}$ is unchanged, but for a self-consistent calculation the remainder in (1) is $O(L^{-6})$. For a degenerate state $A$ has zero modes and this argument fails.

## Worked examples

Throughout, $ke^2=1439.9645$ meV nm, so $ke^2a_4=1439.9645\times7.770567=1.11893\times10^4$ meV nm. The residual is $E(L)-E_{\rm iso}$ minus the first two terms of (1). The fitted coefficient is the intercept of a least-squares quadratic in $L^{-2}$ through residual$\,\times L^5$ at $L=1.0,1.25,1.5,1.75$ nm, a form that follows from the even degrees in (3); it is set beside $c_5=ka_4B$.

### Gaussian model

Two concentric Gaussians carry $+3e$ with standard deviation $0.05$ nm and $-2e$ with $0.08$ nm, centred at $\mathbf c=(0.05,0.02,0.10)$ nm, so $q=e$. $E(L)$ is the direct reciprocal sum with $|\rho(\mathbf G)|=|\sum_aq_a\exp(-\frac12\sum_iv_{a,i}G_i^2)|$, $v_{a,i}$ being the variances. For $E_{\rm iso}$, $1/s=\frac2{\sqrt\pi}\int_0^\infty e^{-t^2s^2}dt$ is averaged over the Gaussian difference vector, of variance $v_{a,i}+v_{b,i}$, which gives $E_{\rm iso}=\frac k{\sqrt\pi}\sum_{ab}q_aq_b\int_0^\infty\prod_i[1+2t^2(v_{a,i}+v_{b,i})]^{-1/2}dt$, done by adaptive quadrature.

For the sphere, $\sum c_i^4=1.0641\times10^{-4}$ and $\frac35c^4=0.6\times0.0129^2=0.99846\times10^{-4}$, so $K_4(\mathbf c)=6.564\times10^{-6}$ nm$^4$. The three products about the origin are $6.564$, $-26.256$ and $19.692$ in $10^{-6}e^2$nm$^4$, with zero sum. The residual at 1 nm is of order $10^{-11}$ meV in magnitude.

The variances of the $-2e$ part are next scaled by $(0.7,0.7,1.6)$, which keeps $Q$. The traceless covariance is $\Sigma=0.0064\,\mathrm{diag}(-0.3,-0.3,0.6)$ nm$^2$, so $\sum\Sigma_{ii}^2=0.54\times0.0064^2=2.21184\times10^{-5}$ nm$^4$. About the centre $\mathbf p=0$ and $\Theta=-2e\Sigma$. The Gaussian fourth moment is the sum of three pairings of the covariance, so $H=-2e\cdot3\,T\Sigma\Sigma=-2e\cdot\frac95\sum\Sigma_{ii}^2$. Then
$$B=\tfrac95(-2+4)\times2.21184\times10^{-5}=7.9626\times10^{-5}\ e^2\text{nm}^4,$$
and $E_5(1\text{ nm})=1.11893\times10^4\times7.9626\times10^{-5}=0.8910$ meV. The residual at 1 nm is $0.9295$ meV, 4.3% above $E_5$, and the fitted coefficient is $0.8912$ meV nm$^5$, 0.02% above $c_5$.

### The ion CH$^+$

The density is restricted Hartree-Fock in the cc-pVDZ basis, which omits correlation, diffuse functions and nuclear motion. The digits below serve the arithmetic for this density and are not predictions for the real ion. Minimising the energy gives a bond length of $0.11225$ nm. With the origin at C and H on $+z$, analytic moment integrals give $q=e$, $Q=-2.45412\times10^{-2}$, $M_1=4.94929\times10^{-2}$, $M_2=-2.76486\times10^{-4}$, $M_3=4.82355\times10^{-4}$, $M_4=7.34004\times10^{-5}$, in $e$ times the power of nm. At $L=1$ nm,
$$-\tfrac12(1439.9645)(2.837297)=-2042.80\text{ meV},$$
$$\tfrac{2\pi}3(1439.9645)(-0.0245412-0.0494929^2)=-81.40\text{ meV}.$$
The bracket of (6), in $10^{-5}e^2$nm$^4$, is $7.34004-9.54926+0.02293=-2.18629$. Along $[001]$ this gives $B=0.4\times(-2.18629\times10^{-5})=-8.74515\times10^{-6}\,e^2$nm$^4$ and $E_5=-0.09785$ meV $=-1.568\times10^{-23}$ J.

The residual follows from (4). The smooth part of the isolated energy is $\frac k2\int\frac{d^3\kappa}{(2\pi)^3}\frac{4\pi}{\kappa^2}|\rho|^2e^{-\kappa^2/4\omega^2}$, where axial symmetry contributes $2\pi$ from the azimuth, and the $\mathbf R=0$ erfc term cancels between the two energies:
$$E-E_{\rm iso}=\frac{2\pi k}V\sum_{\mathbf G\ne0}\frac{|\rho|^2e^{-G^2/4\omega^2}}{G^2}-\frac k{2\pi}\int_0^\infty\!\!d\kappa\int_{-1}^1\!\!d\mu\,|\rho|^2e^{-\kappa^2/4\omega^2}-\frac{\pi kq^2}{2V\omega^2}.$$
The erfc terms with $\mathbf R\neq0$ are dropped, with $\omega L=6.5$. The transforms of the orbital products are analytic, both parts are cut at exponent 28, and the integral uses $56\times24$ Gauss-Legendre points.

| axis | $c_5$ (meV nm$^5$) | fit (meV nm$^5$) | residual, 1 nm (meV) |
|---|---|---|---|
| [001] | −0.097852 | −0.097853 | −0.10194 |
| [110] | 0.024463 | 0.024463 | 0.02990 |
| [111] | 0.065235 | 0.065236 | 0.05880 |

At 1 nm $E_5$ equals $c_5$ numerically. The residual departs from it by $-0.0041$, $+0.0054$ and $-0.0064$ meV, the part of higher order than $L^{-5}$. These are 4%, 22% and 10% of $|E_5|$; the absolute departures are similar, and the largest fraction belongs to $[110]$, where $|K_4|$ is smallest.

The split among products depends strongly on origin. For $[001]$ about C the three are $29.360$, $-38.197$, $0.092$ in $10^{-6}e^2$nm$^4$. About the centre of charge they are $-17.663$, $0$, $8.918$, with the same sum $-8.745$. The last follows from shifting by $c$ along the axis: $\frac12[3(z-c)^2-|\mathbf r-c\hat{\mathbf z}|^2]=r^2P_2-2cz+c^2$, so for $c=M_1/q$, $M_2'=M_2-M_1^2/q=-2.7260\times10^{-3}\,e$ nm$^2$ and $0.4\times3M_2'^2=8.92\times10^{-6}\,e^2$nm$^4$. Keeping $qH$ alone about the centre of charge would roughly double $|E_5|$ for this cc-pVDZ density.

The relaxation energy was obtained by adding $\lambda W$, with $q$ and $\mathbf p$ fixed, to the one-electron Hamiltonian, reconverging, and subtracting the unperturbed energy and $\lambda\langle W\rangle_0$. The orbitals stay real and doubly occupied throughout, and $A$ refers to such variations only: the restricted solution is a minimum with respect to them, and also against complex orbitals, but it is unstable against spin-unrestricted variations. Holding $\mathbf p$ fixed alters the result at order $\lambda^3$, since the omitted piece is $-\lambda\,\delta p^2$ with $\delta p=O(\lambda)$. For a cation $W$ is unbounded below at large $r$, outside the range of (3), and the finite basis keeps the response local. The values are $-0.08265$ meV at 1 nm and $-0.007247$ meV at 1.5 nm, an apparent exponent $\ln(0.08265/0.007247)/\ln1.5=6.003$. At 1 nm this is 0.84 of $E_5$ along $[001]$ and larger in magnitude than $E_5$ in the other two orientations. At 1.5 nm, where $E_5=-0.097852/1.5^5=-0.01289$ meV along $[001]$, the ratio is still 0.56. For a self-consistent CH$^+$ calculation in cells of this size in which the Hartree energy alone feels the images, subtracting $E_5$ leaves an $L^{-6}$ error of comparable magnitude, so the two terms have to be treated together. With exact exchange evaluated with the periodic kernel at the $\Gamma$ point, the exchange energy has image terms of its own, which (1) does not cover: besides the $L^{-1}$ Madelung term, these orbitals give at 1 nm $-74$ meV at order $L^{-3}$ and $-0.44$ meV at order $L^{-5}$ along $[001]$, 4.5 times $E_5$, and the relaxation energy grows to $-0.23$ meV. The figures below refer to the Hartree terms only. In this basis they add to $-0.18$ meV at 1 nm and $-0.020$ meV at 1.5 nm along $[001]$, and to $-0.017$ meV at 1 nm along $[111]$, where their signs are opposite (with the higher-order frozen part and the response to the full image potential, the $[111]$ remainder is $-0.023$ meV). The near-cancellation in the last case belongs to the cc-pVDZ basis and not to the ion: larger or diffuse bases strengthen the response to the $r^2$ field and reduce $|B|$. At the same bond length, cc-pVTZ, cc-pVQZ and aug-cc-pVTZ give $c_5=-0.081$, $-0.074$ and $-0.068$ meV nm$^5$ along $[001]$ (against $-0.098$) and relaxation energies at 1 nm of $-0.098$, $-0.100$ and $-0.100$ meV (against $-0.083$). The ratio 0.84 then becomes 1.2 to 1.5, and the $[111]$ sum lies between $-0.044$ and $-0.055$ meV. The cc-pVDZ value of $c_5$ is thus uncertain by about 30%, and both terms must be computed in the basis actually used.
